# Matthews–Blakeslee Critical Thickness for 60° Dislocations and Its Lambert Solution

A strained-layer design that ignores the critical thickness can specify a film in which existing threading dislocations are driven sideways, leaving misfit dislocations in the interface and relaxing part of the intended strain. A second failure is numerical. Below a limiting strain derived later, the equation for the critical thickness has two real roots, and a Lambert-function call on the principal branch returns the wrong one. In the example below that root is 0.16 nm, while the critical thickness is 10.0 nm.

## Result and inputs

For a film of thickness \(h\) with a free upper surface, define

\[
A=\frac{b\,(1-\nu\cos^2\beta)}{8\pi(1+\nu)\,\varepsilon\cos\lambda}.
\]

The critical thickness obeys

\[
h_c=A\ln\frac{\alpha h_c}{b},\qquad
h_c=-A\,W_{-1}\!\left(-\frac{b}{\alpha A}\right).
\]

The Matthews–Blakeslee form takes \(\alpha=e\), which turns the logarithm into \(\ln(h_c/b)+1\). Here \(b\) is the Burgers vector length, \(\nu\) is Poisson's ratio, \(\beta\) is the angle between Burgers vector and misfit line, and \(\lambda\) is the angle between Burgers vector and the in-interface normal to that line. For the 60° dislocation, \(\cos\beta=\cos\lambda=1/2\).

The strain \(\varepsilon\) is a positive fraction, not a percentage. With relaxed lattice constants \(a_f\) for the film and \(a_s\) for the substrate, \(\varepsilon=|a_s-a_f|/a_f\). If the misfit is supplied as \(f=(a_f-a_s)/a_s\), then \(a_f=a_s(1+f)\) and \(\varepsilon=|f|/(1+f)\).

The model assumes a coherent (001) film on a thick, unstrained substrate, with the same isotropic elastic constants in both. It treats one isolated dislocation and neglects lattice friction and the energy of the surface step.

## Geometry of the 60° dislocation

In diamond and zinc-blende crystals with lattice constant \(a\), take the film axes

\[
\hat x=\frac{[110]}{\sqrt2},\qquad
\hat y=\frac{[\bar110]}{\sqrt2},\qquad
\hat z=[001].
\]

The misfit line runs along \(\hat y\), and \(\hat z\) points towards the free surface. The slip plane is (111), and the Burgers vector is \(\mathbf b=(a/2)[10\bar1]\), of length \(b=a/\sqrt2\). Both \(\hat y\) and \(\mathbf b\) lie in the slip plane, since their scalar products with [111] vanish. The components are

\[
b_x=\frac{a}{2\sqrt2}=\frac b2,\qquad
b_y=-\frac{a}{2\sqrt2}=-\frac b2,\qquad
b_z=-\frac a2=-\frac{b}{\sqrt2}.
\]

Thus \(\cos\beta=|b_y|/b=1/2\) and \(\cos\lambda=|b_x|/b=1/2\). The two angles are equal here but have different roles: \(\beta\) enters the line energy, and \(\lambda\) enters the driving force.

## Driving force from the misfit

Let the in-plane strains be \(\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon\). With shear modulus \(G\) and Lamé constant \(\Lambda=2G\nu/(1-2\nu)\), the free surface requires

\[
0=\sigma_{zz}=\Lambda(2\varepsilon+\varepsilon_{zz})+2G\varepsilon_{zz}.
\]

Since \(\Lambda+2G=2G(1-\nu)/(1-2\nu)\), this gives

\[
\varepsilon_{zz}=-\frac{2\Lambda\varepsilon}{\Lambda+2G}
=-\frac{2\nu}{1-\nu}\varepsilon .
\]

The trace of the strain is then \(2\varepsilon(1-2\nu)/(1-\nu)\), and the in-plane stress is

\[
\sigma=\Lambda\,\frac{2\varepsilon(1-2\nu)}{1-\nu}+2G\varepsilon
=\frac{4G\nu\varepsilon}{1-\nu}+2G\varepsilon
=2G\frac{1+\nu}{1-\nu}\varepsilon .
\]

A threading dislocation crosses the film from interface to surface. The Peach–Koehler force on an element \(d\mathbf l\) is \((\boldsymbol\sigma\mathbf b)\times d\mathbf l\). Because the film stress is uniform, the total force depends on the end-to-end vector of the threader alone. That vector lies in the slip plane, so it can be written

\[
\mathbf L=h(m_x\hat x+\hat z)+c\,\hat y,
\]

where \(m_x\) describes the slip-plane inclination and \(c\) describes any slant along the misfit line. The stress gives \(\boldsymbol\sigma\mathbf b=\sigma(b_x\hat x+b_y\hat y)\), with no \(z\) component. The force along the line is therefore

\[
F_y=(\boldsymbol\sigma\mathbf b)_zL_x-(\boldsymbol\sigma\mathbf b)_xL_z
=0-\sigma b_xh .
\]

Both \(m_x\) and \(c\) have dropped out. The sign states which way the threader moves. It reverses with \(\mathbf b\) or with the sign of the strain. For motion that lengthens the relaxing misfit line, the driving force has magnitude

\[
F_m=\sigma b h\cos\lambda
=2G\frac{1+\nu}{1-\nu}\,\varepsilon\,b h\cos\lambda .
\]

## Energy of the misfit line

Split the Burgers vector into an edge part \(b_e=b\sin\beta\), normal to the line, and a screw part \(b_s=b\cos\beta\). Use polar coordinates \((r,\theta)\) around the line, with \(\theta=0\) along the edge part.

For the edge part, try the stresses

\[
\sigma_{rr}=\sigma_{\theta\theta}=-\frac{D\sin\theta}{r},\qquad
\sigma_{r\theta}=\frac{D\cos\theta}{r}.
\]

They satisfy both equilibrium equations:

\[
\partial_r\sigma_{rr}+\frac{\partial_\theta\sigma_{r\theta}}{r}
+\frac{\sigma_{rr}-\sigma_{\theta\theta}}{r}
=\frac{D}{r^2}(\sin\theta-\sin\theta)=0,
\]
\[
\partial_r\sigma_{r\theta}+\frac{\partial_\theta\sigma_{\theta\theta}}{r}
+\frac{2\sigma_{r\theta}}{r}
=\frac{D\cos\theta}{r^2}(-1-1+2)=0 .
\]

The constant \(D\) follows from the displacement jump. Hooke's law in plane strain gives

\[
\varepsilon_{rr}=\varepsilon_{\theta\theta}=-\frac{k\sin\theta}{r},\qquad
\varepsilon_{r\theta}=\frac{D\cos\theta}{2Gr},\qquad
k=\frac{(1-2\nu)D}{2G}.
\]

Integrating \(\varepsilon_{rr}=\partial_ru_r\), and then \(\varepsilon_{\theta\theta}=(u_r+\partial_\theta u_\theta)/r\), gives

\[
u_r=-k\sin\theta\ln r+p(\theta),\qquad
u_\theta=k\cos\theta(1-\ln r)-P(\theta),
\]

with \(P'=p\) and a rigid rotation omitted. Insert these into \(2\varepsilon_{r\theta}=\partial_\theta u_r/r+\partial_ru_\theta-u_\theta/r\). The logarithms cancel, leaving

\[
p'+P=\left(2k+\frac DG\right)\cos\theta
=\frac{2(1-\nu)D}{G}\cos\theta .
\]

A solution is

\[
p=\frac{(1-\nu)D}{G}\,\theta\cos\theta,\qquad
P=\frac{(1-\nu)D}{G}(\theta\sin\theta+\cos\theta).
\]

On going from \(\theta=0\) to \(2\pi\), \(u_\theta\) returns to its value and \(u_r\) gains \(2\pi(1-\nu)D/G\). This gain must equal \(b_e\), so

\[
D=\frac{Gb_e}{2\pi(1-\nu)} .
\]

The edge energy density is half the product of stress and strain, summed over components:

\[
w_e=\frac{D^2}{2Gr^2}\left[(1-2\nu)\sin^2\theta+\cos^2\theta\right].
\]

Integrating over the angle and multiplying by \(r\,dr\) gives the energy of a thin ring per unit line length:

\[
dE_e=\frac{\pi(1-\nu)D^2}{G}\frac{dr}{r}
=\frac{Gb_e^2}{4\pi(1-\nu)}\frac{dr}{r}.
\]

For the screw part, \(u_\parallel=b_s\theta/2\pi\) along the line. The shear stress is \(Gb_s/(2\pi r)\), and

\[
dE_s=\frac{1}{2G}\left(\frac{Gb_s}{2\pi r}\right)^2 2\pi r\,dr
=\frac{Gb_s^2}{4\pi}\frac{dr}{r}.
\]

The edge and screw fields have no common shear component, and the screw field has no normal stress, so there is no cross term. The sum is \(K\,dr/r\), with

\[
K=\frac{G}{4\pi(1-\nu)}\left[b^2\sin^2\beta+(1-\nu)b^2\cos^2\beta\right]
=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)} .
\]

### Effect of the free surface

Let \(W\) be the elastic energy per unit length of a line at depth \(h\), counted outside a core cylinder of radius \(r_0\). The displacement cut can be placed between the line and the surface. It is then a strip of finite width, whose stress falls as \(1/r^2\) at large distance, so the energy converges without an outer cutoff. The field is linear in the Burgers vector, so \(b\) enters \(W\) only through the prefactor \(Gb^2\). The remaining lengths are \(h\) and \(r_0\). Linear elasticity has no length of its own, so \(W=g(s)\) with \(s=h/r_0\).

Reducing \(r_0\) by a small amount adds a ring of material. For \(r_0\ll h\), its energy is that of the unbounded field, with corrections of relative order \((r_0/h)^2\) from the smooth field produced by the surface. There is no first-order term: the dislocation's own field reverses sign across the line, so its product with a uniform field averages to zero around the ring. Thus

\[
\frac{\partial W}{\partial r_0}=-\frac{h}{r_0^2}g'(s)=-\frac{K}{r_0}
\quad\Rightarrow\quad g'(s)=\frac Ks .
\]

Integration gives \(W=K\ln(h/r_0)+\text{constant}\). The energy rises with depth, so the surface attracts the line with a force \(K/h\) per unit length of line. The numerical check tests this force separately, by cancelling the surface tractions and evaluating the resulting stress on the line.

The core energy and the constant of integration are combined in one dimensionless parameter:

\[
W=K\ln\frac{\alpha h}{b}.
\]

This derivation fixes the coefficient of the logarithm but not \(\alpha\). The choice \(\alpha=e\) is a core convention. The form requires \(h\) to be much larger than the core.

## Force balance

When the threader advances by \(dx\), the misfit stress does work \(F_m\,dx\), and a new length \(dx\) of misfit line costs \(W\,dx\). If the misfit line behind it is already long, the threader is carried forward unchanged and its own energy does not enter. The retarding force, called the line tension here, is therefore \(W\). Balance requires

\[
2G\frac{1+\nu}{1-\nu}\varepsilon b h\cos\lambda
=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}
\ln\frac{\alpha h}{b}.
\]

Cancel \(G\), \(1-\nu\) and one factor of \(b\), then divide by \(2(1+\nu)\varepsilon\cos\lambda\). The numerical factors \(4\pi\) and 2 combine to \(8\pi\):

\[
h=\frac{b(1-\nu\cos^2\beta)}{8\pi(1+\nu)\varepsilon\cos\lambda}
\ln\frac{\alpha h}{b}=A\ln\frac{\alpha h}{b}.
\]

In this isotropic model the shear modulus sets the size of both forces but not the thickness at which they balance. Diamond and zinc-blende crystals are anisotropic. The (001) film stress is \(M\varepsilon\) with \(M=C_{11}+C_{12}-2C_{12}^2/C_{11}\), while \(K\) also depends on \(C_{44}\). The length becomes \(A=K/(M\varepsilon b\cos\lambda)\), and no single modulus cancels. For the elastic constants of Si, Ge or GaAs this raises \(h_c\) by some tens of per cent above the isotropic value, a shift comparable to the effect of the core convention.

## Lambert solution and choice of branch

Set \(u=h/A\). Then \(u=\ln(\alpha Au/b)\), and exponentiation gives

\[
e^u=\frac{\alpha A}{b}u
\quad\Rightarrow\quad
(-u)e^{-u}=-\frac{b}{\alpha A}.
\]

The Lambert function is defined by \(W_k(z)e^{W_k(z)}=z\), where \(k\) labels the branch. It should not be confused with the line energy \(W\). Hence \(-u=W_k(-b/\alpha A)\), and

\[
h=-A\,W_k\!\left(-\frac{b}{\alpha A}\right).
\]

To choose the branch, use \(\sigma b\cos\lambda=K/A\) to write the net force as

\[
N(h)=F_m-W=K\left[\frac hA-\ln\frac{\alpha h}{b}\right],
\]
\[
N'(h)=K\left(\frac1A-\frac1h\right),\qquad
N''(h)=\frac{K}{h^2}>0 .
\]

The net force has one minimum, at \(h=A\). When two roots exist, they lie on either side of it. On the real branches \(W_0\ge-1\) and \(W_{-1}\le-1\), so \(W_0\) gives the root below \(A\) and \(W_{-1}\) the root above it.

At the upper root, \(N\) changes from negative to positive with increasing thickness: the misfit segment retracts in a thinner film and extends in a thicker one. This is the critical thickness. For \(A\gg b\), the lower root approaches \(b/\alpha\), where the logarithm tends to zero. It lies at core size, outside the range of the line energy, and is rejected.

Real roots require \(N(A)\le0\), or \(\alpha A/b\ge e\). In terms of strain,

\[
\varepsilon\le\varepsilon_{\max}
=\frac{\alpha}{e}\,
\frac{1-\nu\cos^2\beta}{8\pi(1+\nu)\cos\lambda}.
\]

At equality, \(h=A=eb/\alpha\), which is \(b\) for \(\alpha=e\). For that choice, the continuum estimate has lost its basis before this limit is reached. The absence of a root at larger strain is a failure of the formula, not a prediction that the critical thickness is zero.

## Implementation

With SciPy, the evaluation is

```python
z = -b / (alpha * A)
if z <= -1 / np.e:
    raise ValueError("strain outside the model")
h_c = -A * lambertw(z, -1).real
```

The second argument selects the branch. The range test must come before `.real`, which would otherwise hide a complex result. It also excludes the limiting strain itself, where the root is \(h=A\) but SciPy can return `nan`.

If no Lambert function is available, iterate \(h_{n+1}=A\ln(\alpha h_n/b)\) from \(h_0=A\). For \(\alpha A/b>e\), the first step increases \(h\). The map is increasing, so the sequence continues to rise and cannot pass \(h_c\); it converges to the upper root. Near that root each step multiplies the error by \(A/h_c=1/u\), which is less than one. Convergence is slow near \(\varepsilon_{\max}\), where \(u\) approaches one.

## Sensitivity and the small-strain limit

Take the differential of \(h=Au\), with \(u=\ln(\alpha h/b)\), and divide by \(h\):

\[
d\ln h=d\ln A+\frac1u\left(d\ln\alpha+d\ln h\right).
\]

Collecting the \(d\ln h\) terms and using \(d\ln A=-d\ln\varepsilon\) gives

\[
\frac{\partial\ln h_c}{\partial\ln\varepsilon}=-\frac{u}{u-1},
\qquad
\frac{\partial\ln h_c}{\partial\ln\alpha}=\frac{1}{u-1}.
\]

The critical thickness falls faster than \(1/\varepsilon\), because a thinner film also has a smaller logarithm. The relative effect of the core convention is smaller at small strain, where \(u\) is large, while the change in nanometres, \(h_c/(u-1)=(b/\alpha)\,e^u/(u-1)\), has its minimum at \(u=2\) and grows with decreasing strain for \(u>2\).

For an estimate in that regime, define \(L=\ln(\alpha A/b)\). The equation becomes \(u=L+\ln u\). Replacing \(u\) inside the logarithm by \(L+\ln L\), and expanding for \(\ln L\ll L\), gives

\[
h_c\simeq A\left(L+\ln L+\frac{\ln L}{L}\right).
\]

## Worked example

Take the round model parameters \(a=0.56\) nm, \(G=50\) GPa, \(\nu=0.25\) and \(\varepsilon=0.01\), with \(\alpha=e\). They do not represent a named material. The Burgers length is \(b=0.3960\) nm, and

\[
\sigma=2(50)\frac{1.25}{0.75}(0.01)=1.667\ \text{GPa},
\]
\[
A=\frac{0.3960\,(1-0.25/4)}{8\pi(1.25)(0.01)(0.5)}
=2.363\ \text{nm}.
\]

With \(A/b=5.968\), the Lambert argument is \(-1/(5.968\,e)=-0.06164\). The lower branch gives \(W_{-1}=-4.228\), so

\[
h_c=2.363\times4.228=9.99\ \text{nm}=99.9\ \text{Å}.
\]

The principal branch gives \(W_0=-0.0658\) and the rejected root 0.156 nm, or \(0.393\,b\).

The energy factor is \(K=0.780\) nN, using \(1\ \text{GPa nm}^2=1\ \text{nN}\). The forces show the change of direction:

| \(h/h_c\) | Driving force (nN) | Line tension (nN) |
|---:|---:|---:|
| 0.5 | 1.65 | 2.76 |
| 1 | 3.30 | 3.30 |
| 2 | 6.59 | 3.84 |

Doubling the thickness doubles the driving force but adds only \(K\ln2\) to the line tension.

The logarithmic slopes are \(-1.31\) for strain and \(0.31\) for \(\alpha\). Halving \(\alpha\) lowers \(h_c\) to 7.8 nm, and doubling it raises \(h_c\) to 12.1 nm. A result quoted to a tenth of a nanometre therefore specifies the convention, not the physical accuracy. The small-strain estimate gives 9.88 nm, 1.2% from the Lambert solution; at 0.1% strain the difference is 0.07%.

| Strain (%) | \(h_c\) (nm) |
|---:|---:|
| 0.25 | 56.3 |
| 0.50 | 24.2 |
| 1.00 | 10.0 |
| 2.00 | 3.9 |

The formal strain limit for these parameters is 5.97%.

## Use of the threshold

The result is the thickness at which an existing, isolated threader has zero net force in a frictionless model. It does not give a relaxation rate or the thickness at which relaxation becomes measurable. Lattice friction opposes motion and requires a net driving force above zero. To relax by forming misfit dislocations, a film without suitable threaders must first nucleate dislocations, which this balance does not describe. Once many misfit lines are present, their stress fields change the local driving force, and the initial strain can no longer be used unchanged. A capped layer also needs a new line-energy calculation: its lower interface lies deeper than \(h\) below the free surface, and a second misfit line can form at its upper interface.

## Computed results

```
lattice constant a = 0.56 nm
shear modulus G = 50 GPa
Poisson ratio nu = 0.25
strain eps = 1.00 %
Burgers length b = 0.3960 nm
cos beta = 0.500, cos lambda = 0.500
film stress = 1.6667 GPa
energy factor K = 0.7799 nN
K from surface attraction = 0.7799 nN
length A = 2.3633 nm
A/b = 5.9683
Lambert argument -b/(eA) = -0.061639
W_-1 = -4.2283
W_0 = -0.06583
critical thickness h_c = 9.993 nm
h_c from numerical root = 9.993 nm
h_c/b = 25.24
rejected root = 0.1556 nm
rejected root / b = 0.3929
h = 0.5 h_c = 4.996 nm:
  driving force = 1.6487 nN
  line tension = 2.7569 nN
h = 1.0 h_c = 9.993 nm:
  driving force = 3.2974 nN
  line tension = 3.2974 nN
h = 2.0 h_c = 19.986 nm:
  driving force = 6.5949 nN
  line tension = 3.8380 nN
dln h_c/dln eps = -1.3098
dln h_c/dln alpha = 0.3098
h_c with alpha = e/2: 7.756 nm
h_c with alpha = 2e: 12.079 nm
small-strain estimate = 9.876 nm
its relative error = 1.16 %
its relative error at 0.1 % strain = 0.070 %
largest strain with a root = 5.968 %
eps = 0.25 %: h_c = 56.32 nm
eps = 0.50 %: h_c = 24.16 nm
eps = 1.00 %: h_c = 9.99 nm
eps = 2.00 %: h_c = 3.88 nm
```
